\section*{Parallel g-shift of a trapped d1 electron in a dxy orbital}

\section*{The problem}

A transition-metal cation in a high-$k$ gate oxide can trap one electron in its empty $d$ shell. The trapped electron has spin $1/2$, and spin resonance measures its $g$ factor. The shift of $g$ from the free-electron value $g_e$ carries information about the defect levels, because it depends on the energies of the empty $d$ orbitals.

Let the electron occupy a non-degenerate $d_{xy}$ orbital, whose lobes point between the $x$ and $y$ axes. Energies are counted from this orbital, so $E_{xy}=0$. The empty orbitals lie at
\begin{equation}
E_{x^2-y^2}=\Delta>0,\qquad E_{xz},\ E_{yz}>0,\qquad E_{z^2}>0 .
\end{equation}
The Hamiltonian is
\begin{equation}
H=H_{\rm cf}+\lambda\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),
\label{eq:H}
\end{equation}
where $H_{\rm cf}$ is the crystal-field term that sets the orbital energies, $\mathbf L$ and $\mathbf S$ are dimensionless, and $g_e>0$. For a single $d$ electron the constant $\lambda$ equals the one-electron spin-orbit constant and is positive. The five orbitals are taken as pure $d$ functions with a common radial part. ``Parallel'' means $\mathbf B$ along $z$.

\section*{(a) Where does orbital angular momentum lead from $d_{xy}$?}

\emph{Question.} Find $L_x$, $L_y$ and $L_z$ acting on $d_{xy}$. Does the orbital have an angular momentum of its own?

\emph{Solution.} The operators $\mathbf L$ act on angles alone, so the radial part can be dropped. On the unit sphere the averages are $\overline{x^4}=1/5$ and $\overline{x^2y^2}=1/15$. Hence
\begin{equation}
\overline{\left[\tfrac12(x^2-y^2)\right]^2}=\tfrac14\left(\tfrac25-\tfrac2{15}\right)=\tfrac1{15},
\end{equation}
which equals $\overline{(xy)^2}$. The functions $xy$, $xz$, $yz$ and $\tfrac12(x^2-y^2)$ therefore share one normalisation factor, and matrix elements can be read off directly.

With $L_z=-i(x\partial_y-y\partial_x)$,
\begin{equation}
L_z\,xy=-i(x^2-y^2)=-2i\cdot\tfrac12(x^2-y^2).
\end{equation}
With $L_x=-i(y\partial_z-z\partial_y)$ and $L_y=-i(z\partial_x-x\partial_z)$,
\begin{equation}
L_x\,xy=i\,xz,\qquad L_y\,xy=-i\,yz .
\end{equation}
The matrix elements are thus
\begin{equation}
\langle x^2{-}y^2|L_z|xy\rangle=-2i,\quad
\langle xz|L_x|xy\rangle=i,\quad
\langle yz|L_y|xy\rangle=-i,
\label{eq:me}
\end{equation}
and all others from $d_{xy}$ vanish. The factor 2 in the first has a simple origin: $d_{xy}$ and $d_{x^2-y^2}$ are both built from the functions with $L_z=\pm2$.

The expectation value $\langle xy|\mathbf L|xy\rangle$ is zero. This holds for any real orbital: $\mathbf L$ is $i$ times a real operator, so its expectation value is imaginary, while Hermiticity requires it to be real. The orbital moment is quenched, and a $g$-shift must come from mixing with the empty orbitals.

\section*{(b) The $g$-shift to first order in $\lambda$}

\emph{Question.} Treat the orbital terms of Eq.~(\ref{eq:H}) as a perturbation and find the shifts of $g$ along the three axes.

\emph{Solution.} The two terms that contain $\mathbf L$ combine into
\begin{equation}
V=\sum_i L_iA_i,\qquad A_i=\lambda S_i+\mu_BB_i .
\end{equation}
The first-order energy vanishes because $\langle xy|L_i|xy\rangle=0$. In second order the two spin states of $d_{xy}$ feel the effective Hamiltonian
\begin{equation}
H^{(2)}=-\sum_{ij}\Lambda_{ij}A_iA_j,\qquad
\Lambda_{ij}=\sum_{n}\frac{\langle xy|L_i|n\rangle\langle n|L_j|xy\rangle}{E_n}.
\end{equation}
The minus sign arises because the empty orbitals lie above the ground orbital. By Eq.~(\ref{eq:me}) each component of $\mathbf L$ leads to a different orbital, so $\Lambda$ is diagonal. Expanding the product gives
\begin{equation}
A_i^2=\lambda^2S_i^2+2\lambda\mu_BB_iS_i+\mu_B^2B_i^2 .
\end{equation}
For spin $1/2$, $S_i^2=1/4$, so the first term shifts both spin states equally. The last does the same. The cross term splits them:
\begin{equation}
H^{(2)}_{\rm split}=-2\lambda\mu_B\sum_i\Lambda_{ii}B_iS_i .
\end{equation}
Comparison with the Zeeman form $\mu_B\sum_i g_{ii}B_iS_i$ gives $\Delta g_{ii}=-2\lambda\Lambda_{ii}$. For the parallel direction $\Lambda_{zz}=|-2i|^2/\Delta=4/\Delta$, and therefore
\begin{equation}
\boxed{\;g_\parallel=g_e-\frac{8\lambda}{\Delta}+O(\lambda^2)\;}
\label{eq:main}
\end{equation}
The 8 is a product of 4, the squared matrix element, and 2, from the two equal cross terms. For the other axes the squared matrix element is 1:
\begin{equation}
\Delta g_{xx}=-\frac{2\lambda}{E_{xz}},\qquad
\Delta g_{yy}=-\frac{2\lambda}{E_{yz}} .
\label{eq:perp}
\end{equation}

The result depends on which orbital is lowest. If $d_{x^2-y^2}$ were the ground orbital with $d_{xy}$ above it, the same matrix element would appear, and $\Delta$ would be the energy of $d_{xy}$ above $d_{x^2-y^2}$. If $d_{z^2}$ were the ground orbital, then $L_z(2z^2-x^2-y^2)=0$, and no parallel shift linear in $\lambda$ would exist.

\section*{(c) The meaning of the sign}

\emph{Question.} Find the orbital moment of the spin-up state in zero field and recover Eq.~(\ref{eq:main}) from it.

\emph{Solution.} For spin up, $S_z=1/2$, and the part of the spin-orbit coupling that keeps the spin is $\tfrac12\lambda L_z$. First-order perturbation theory gives the amplitude of $d_{x^2-y^2}$ as
\begin{equation}
c=-\frac{\tfrac12\lambda(-2i)}{\Delta}=\frac{i\lambda}{\Delta}.
\label{eq:c}
\end{equation}
The coupling to $d_{xz}$ and $d_{yz}$ flips the spin, and to this order it adds nothing to $\langle L_z\rangle$. From $\langle xy|L_z|x^2{-}y^2\rangle=(-2i)^*=2i$,
\begin{equation}
\langle L_z\rangle=2\,{\rm Re}\,(2i\,c)=-\frac{4\lambda}{\Delta}.
\label{eq:moment}
\end{equation}
The spin-down state has the opposite value. The Zeeman energies of the two states are therefore $\pm\mu_BB(g_e/2-4\lambda/\Delta)$, and their difference, $\mu_BB(g_e-8\lambda/\Delta)$, reproduces Eq.~(\ref{eq:main}).

For $\lambda>0$ the spin-orbit energy is lowered when $\mathbf L$ points against $\mathbf S$. The admixture has an imaginary amplitude, so the electron circulates about $z$, and its orbital moment opposes its spin moment. This reduces $g_\parallel$. A larger $\Delta$ makes the orbital stiffer against this circulation and the shift smaller.

\section*{(d) Strong spin-orbit coupling in two orbitals}

\emph{Question.} Keep $d_{xy}$ and $d_{x^2-y^2}$ alone and find $g_\parallel$ for any ratio $\lambda/\Delta$. Examine both limits.

\emph{Solution.} Within these two orbitals $L_x$ and $L_y$ have no matrix elements, since they lead to $d_{xz}$ and $d_{yz}$. Hence $S_z=m=\pm1/2$ is conserved. With $b=\mu_BB$ and $a=\lambda m+b$, the Hamiltonian for each $m$ is
\begin{equation}
H_m=g_ebm+\begin{pmatrix}0&2ia\\-2ia&\Delta\end{pmatrix}.
\end{equation}
Its lower eigenvalue is
\begin{equation}
E_m=g_ebm+\frac\Delta2-\sqrt{\frac{\Delta^2}{4}+4a^2}.
\end{equation}
At $b=0$ the square root depends on $m^2$, so the two states are degenerate, as time-reversal symmetry requires. The slope at zero field follows from $da/db=1$:
\begin{equation}
\left.\frac{dE_m}{db}\right|_{0}=g_em-\frac{4\lambda m}{\sqrt{\Delta^2/4+\lambda^2}}
=m\left[g_e-\frac{8\lambda}{\sqrt{\Delta^2+4\lambda^2}}\right],
\end{equation}
where $4m^2=1$ was used under the root. The slope for $m=1/2$ minus that for $m=-1/2$ is
\begin{equation}
g_\parallel=g_e-\frac{8\lambda}{\sqrt{\Delta^2+4\lambda^2}} .
\label{eq:two}
\end{equation}

For $\lambda\ll\Delta$ the expansion is $g_e-8\lambda/\Delta+16\lambda^3/\Delta^3$. Two orbitals thus give no term in $\lambda^2$. For $\lambda\gg\Delta$ the shift saturates at $-4$. The spin-up state then has $L_z=-2$, and $g_\parallel=g_e-4\approx-2$. The linear law would instead grow without limit.

Between these limits $g_\parallel$ passes through zero where $64\lambda^2=g_e^2(\Delta^2+4\lambda^2)$, that is, at
\begin{equation}
\frac{\lambda}{\Delta}=\frac{g_e}{\sqrt{64-4g_e^2}}\approx0.29 .
\end{equation}
Beyond this point the orbital moment outweighs the spin moment. The splitting of the doublet yields $|g_\parallel|$, so the sign must be found from the spin direction of the lower state. These statements belong to the two-orbital model. In a full $d$ shell the coupling also mixes in $d_{xz}$ and $d_{yz}$, and this mixing is weak only if $\lambda$ is small compared with $E_{xz}$ and $E_{yz}$.

\section*{(e) The next order in the full $d$ shell}

\emph{Question.} Let $E_{xz}=E_{yz}=\delta$. Find the terms of order $\lambda^2$ in $g_\parallel$.

\emph{Solution.} The slope of an energy level with $b$ is the expectation value of $M=L_z+g_eS_z$ in the zero-field state. A half-turn about $z$ is a symmetry that keeps the two partners of the doublet apart, so each can be treated alone. Start from $|xy\!\uparrow\rangle$.

The spin-flip part of the coupling is $\tfrac12\lambda(L_+S_-+L_-S_+)$ with $L_\pm=L_x\pm iL_y$. From part (a),
\begin{equation}
L_+|xy\rangle=i|xz\rangle+|yz\rangle=\sqrt2\,|v\rangle,\qquad
|v\rangle=\frac{i|xz\rangle+|yz\rangle}{\sqrt2}.
\end{equation}
Since $L_z\,xz=i\,yz$ and $L_z\,yz=-i\,xz$, the state $|v\rangle$ has $L_z=-1$. The coupling element is $\langle v\!\downarrow|\lambda\mathbf L\cdot\mathbf S|xy\!\uparrow\rangle=\lambda/\sqrt2$, so $|v\!\downarrow\rangle$ is admixed with the probability
\begin{equation}
p=\frac{\lambda^2}{2\delta^2}.
\end{equation}

\emph{First contribution.} In $|v\!\downarrow\rangle$ the value of $M$ is $-1-g_e/2$, while in $|xy\!\uparrow\rangle$ it is $g_e/2$. Moving the weight $p$ from the second to the first changes $\langle M\rangle$ by $-p(1+g_e)$. The weight in $|x^2{-}y^2\!\uparrow\rangle$ causes no such change, since its diagonal value of $M$ is also $g_e/2$.

\emph{Second contribution.} The state $|v\!\downarrow\rangle$ couples onward to $|x^2{-}y^2\!\uparrow\rangle$. Differentiation gives
\begin{equation}
L_+\,\tfrac12(x^2-y^2)=xz-i\,yz=-i\,(i\,xz+yz),
\end{equation}
so $\langle v|L_+|x^2{-}y^2\rangle=-i\sqrt2$. Its complex conjugate is $\langle x^2{-}y^2|L_-|v\rangle=i\sqrt2$, and the coupling element is $\tfrac12\lambda\cdot i\sqrt2=i\lambda/\sqrt2$. The second-order amplitude of $d_{x^2-y^2}$ contains two negative energy denominators, whose signs cancel:
\begin{equation}
c^{(2)}=\frac{(i\lambda/\sqrt2)(\lambda/\sqrt2)}{\Delta\,\delta}=\frac{i\lambda^2}{2\Delta\delta}.
\end{equation}
As in Eq.~(\ref{eq:moment}), it adds $2\,{\rm Re}(2i\,c^{(2)})=-2\lambda^2/(\Delta\delta)$ to $\langle L_z\rangle$. The orbital $d_{z^2}$ is not reached at all, because the two-step paths through $d_{xz}$ and $d_{yz}$ cancel when $E_{xz}=E_{yz}$. A quarter-turn about $z$ is then a symmetry, so $J_z=L_z+S_z$ is conserved modulo 4. The states $|xy\!\uparrow\rangle$, $|x^2{-}y^2\!\uparrow\rangle$ and $|v\!\downarrow\rangle$ are built from $J_z=5/2$ and $-3/2$, while $d_{z^2}$ gives $\pm1/2$.

The partner state has the opposite slope, so $g_\parallel$ is twice $\langle M\rangle$:
\begin{equation}
g_\parallel=g_e-\frac{8\lambda}{\Delta}-\frac{(1+g_e)\lambda^2}{\delta^2}-\frac{4\lambda^2}{\Delta\delta}+O(\lambda^3).
\label{eq:second}
\end{equation}
For $\lambda>0$ both new terms lower $g_\parallel$ further. The first grows as $1/\delta^2$, so a large $\Delta$ alone does not justify Eq.~(\ref{eq:main}). Divided by the leading shift, the two new terms are $(1+g_e)\lambda\Delta/(8\delta^2)$ and $\lambda/(2\delta)$, and both ratios must be small. At fixed $\delta$ the first ratio even grows with $\Delta$.

\section*{(f) A trapped electron in zirconium oxide}

\emph{Question.} Take a Zr$^{3+}$ ($4d^1$) site with $\lambda=0.06$ eV, $\Delta=2.5$ eV, $\delta=1.2$ eV and $E_{z^2}=3.5$ eV. These are round values chosen for illustration. Their order is that of a six-coordinate site compressed along $z$, but their spacings are assumed: a simple compression would normally split $d_{z^2}$ from $d_{x^2-y^2}$ by more than it splits $d_{xz}$ and $d_{yz}$ from $d_{xy}$. By the symmetry noted in part (e), the ground doublet contains no $d_{z^2}$, so neither $g_\parallel$ nor $g_\perp$ depends on $E_{z^2}$ at any order in $\lambda$, as long as that doublet stays lowest. Find the $g$ values and the resonance fields at 9.5 GHz.

\emph{Solution.} The leading parallel shift is
\begin{equation}
-\frac{8\times0.06}{2.5}=-0.192,\qquad g_\parallel\approx2.0023-0.192=1.810 .
\end{equation}
The second-order terms are
\begin{equation}
-\frac{3.0023\times0.06^2}{1.2^2}=-0.0075,\qquad
-\frac{4\times0.06^2}{2.5\times1.2}=-0.0048 .
\end{equation}
Together they are 6.4\% of the leading shift and bring $g_\parallel$ to 1.798. Diagonalising all ten spin-orbital states gives 1.7987, so the terms beyond second order add $+0.0007$. Equation~(\ref{eq:two}) gives 1.8105, which is $0.0002$ above the linear law. The rest of the higher-order remainder must therefore involve orbitals outside the pair.

For a perpendicular field, Eq.~(\ref{eq:perp}) gives $-2\times0.06/1.2=-0.100$, hence $g_\perp\approx1.902$. The full $d$ shell gives 1.900. The parallel shift is about twice the perpendicular one, although $\Delta$ is about twice $\delta$, because its squared matrix element is four times larger.

Resonance occurs at $B=h\nu/(g\mu_B)$. A free spin would resonate at 339.0 mT. The linear law puts the parallel line at 374.9 mT and the full $d$ shell at 377.4 mT. The perpendicular line lies at 357.2 mT. The error of the linear law, 2.4 mT, is small beside the total displacement of 38.4 mT.

\section*{(g) What the model leaves out}

\emph{Question.} Estimate how covalency, lower symmetry, disorder, the gate field and escape of the electron affect the example.

\emph{Solution.} \emph{Covalency.} In the oxide the orbital spreads onto the neighbouring oxygen atoms. A simple description replaces $\mathbf L$ by $k\mathbf L$ with $k<1$ in both the spin-orbit and the Zeeman term. The leading shift needs one factor from each, so it becomes $-8k^2\lambda/\Delta$. For $k=0.8$, a rough value, this is $-0.192\times0.64=-0.123$. With the levels held fixed, the full $d$-shell value rises from 1.799 to 1.873. This is the largest correction to $g_\parallel$ among those estimated here.

\emph{Lower symmetry.} A rhombic distortion can couple $d_{x^2-y^2}$ to $d_{z^2}$ with a strength $W$. If $u$ is the spin-orbit element from $d_{xy}$ to $d_{x^2-y^2}$, the amplitudes $c_1$ of $d_{x^2-y^2}$ and $c_2$ of $d_{z^2}$ obey
\begin{equation}
\Delta c_1+Wc_2=-u,\qquad Wc_1+E_{z^2}c_2=0 .
\end{equation}
Eliminating $c_2$ gives $c_1=-u/(\Delta-W^2/E_{z^2})$. The splitting in Eq.~(\ref{eq:main}) is thus replaced by $\Delta-W^2/E_{z^2}$. For $W=0.3$ eV this is 2.474 eV, and the leading shift becomes $-0.194$, a change of 1\%.

\emph{Disorder.} In an amorphous film $\Delta$ varies from site to site. Differentiating the leading shift gives a half-width $8\lambda\sigma/\Delta^2$ in $g_\parallel$ for a half-width $\sigma$ in $\Delta$. With $\sigma=0.2$ eV and all else fixed, this is 0.015. The full $d$ shell gives 0.016, or 3.3 mT in resonance field. This exceeds the 2.4 mT error of the linear law.

\emph{Gate field and temperature.} A field of 1 MV/cm is 0.1 V/nm. Across an orbital length of 0.1 nm it produces an energy of 0.01 eV, or 0.4\% of $\Delta$. This sets a scale for the relative change of the shift at a site without inversion symmetry; it is not a calculated change. At 300 K the population of $d_{xz}$ and $d_{yz}$ relative to $d_{xy}$ is $2e^{-\delta/k_BT}\approx10^{-20}$, which is negligible.

\emph{Escape.} Let the trap lie $\phi=1.5$ eV below the oxide conduction band and $d=5$ nm from an electrode, with a tunnelling mass of $0.2$ electron masses. At the field $F=0.1$ V/nm the barrier falls linearly, and the tunnelling exponent is
\begin{equation}
2\int_0^d\frac{\sqrt{2m^*(\phi-eFs)}}{\hbar}\,ds
=\frac{4\sqrt{2m^*}}{3\hbar eF}\left[\phi^{3/2}-(\phi-eFd)^{3/2}\right]\approx25.6 .
\end{equation}
An attempt rate of $10^{13}$ s$^{-1}$ then gives about 80 escapes per second, a lifetime near 13 ms. Thermal emission over the full 1.5 eV is far slower, about $6\times10^{-13}$ s$^{-1}$. At this distance the tunnelling lifetime broadens $g$ by a mere $2\times10^{-9}$, but it decides whether a trapped electron is present at all. These numbers depend exponentially on distance and mass. At $d=2$ nm the same formula gives a lifetime of 5 ns and a width of 0.006 in $g$. At 1.5 nm it gives 0.4 ns and 0.08, more than the disorder width, so in a gate oxide only a few nanometres thick the broadening need not be small. A mass of 0.3 lengthens the 5 nm lifetime to 4 s. The estimate assumes empty electrode states at the trap energy and ignores lattice relaxation. If the trap level lies well below the electrode Fermi level, those states are filled and the trap can stay occupied.

\emph{The real oxide.} The value of $\lambda$ is meant for a Zr$^{3+}$ ion, while the level energies and the geometry are assumptions. In crystalline zirconia the cation has seven or eight oxygen neighbours in the common phases, so a six-coordinate site stands for a defect or a disordered region. With a trap depth of 1.5 eV, the levels at 2.5 and 3.5 eV lie 1.0 and 2.0 eV above the edge of the conduction band, which is itself mainly of Zr $4d$ character. They are then resonances spread over band states, and $\Delta$ is at best an average excitation energy. The value $\delta=1.2$ eV implies a strong distortion. Halving it, with $\lambda$ and $\Delta$ fixed, would raise the second-order terms to $-0.030$ and $-0.010$, about a fifth of the leading shift. The assumption of pure $d$ orbitals also fails in a real oxide, and for $k=0.8$ this moves $g_\parallel$ by $+0.07$. A splitting $\Delta$ deduced from a measured $g_\parallel$ through Eq.~(\ref{eq:main}) with the free-ion $\lambda$ would then be too large, to first order by a factor of $1/k^2\approx1.6$. With the full $d$-shell value 1.873 the factor is about 1.5. The example is an illustration and not a prediction for zirconia: signals assigned to Zr$^{3+}$ there are usually reported with much smaller shifts, near $g_\parallel\approx1.96$ and $g_\perp\approx1.98$. With the levels assumed here, $g_\parallel=1.96$ would need $k\approx0.46$. The values behind these estimates are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough model values, Zr3+ 4d1 site in an oxide)
spin-orbit constant lambda = 0.060 eV
Delta, x2-y2 above xy = 2.50 eV
delta, xz and yz above xy = 1.20 eV
z2 above xy = 3.50 eV
free-electron g_e = 2.002319 (no unit)
microwave frequency = 9.50 GHz
MATRIX ELEMENTS AND SHIFTS (no unit)
imaginary part of <x2-y2|Lz|xy> = -2.000
lambda/Delta = 0.0240
first-order parallel shift = -0.19200
first-order perpendicular shift = -0.10000
first-order g_parallel = 1.81032
exact two-orbital g_parallel = 1.81054
second-order opposite-spin term = -0.00751
second-order mixed-path term = -0.00480
remainder beyond second order = 0.000666
full d-shell g_parallel = 1.79868
full d-shell parallel shift = -0.20364
full d-shell g_perpendicular = 1.90033
RESONANCE FIELDS
field at g_e = 338.98 mT
field at first-order g_parallel = 374.94 mT
field at full g_parallel = 377.36 mT
field at full g_perpendicular = 357.18 mT
NEGLECTED EFFECTS
orbital reduction factor k = 0.80 (no unit)
first-order parallel shift with k = -0.12288 (no unit)
full g_parallel with k = 1.87277 (no unit)
rhombic coupling W = 0.30 eV
effective Delta with W = 2.4743 eV
first-order parallel shift with W = -0.19400 (no unit)
disorder half-width of Delta = 0.20 eV
g half-width, first-order formula = 0.01536 (no unit)
g half-width, full d shell = 0.01578 (no unit)
resonance half-width from disorder = 3.31 mT
oxide field = 1.0 MV/cm
orbital length for field estimate = 0.10 nm
field energy across orbital = 0.0100 eV
field energy / Delta = 0.40 percent
temperature = 300 K
xz,yz population relative to xy = 1.39e-20 (no unit)
trap depth = 1.50 eV
tunnelling mass = 0.20 electron masses
distance to electrode = 5.0 nm
attempt rate = 1.0e+13 1/s
tunnelling exponent = 25.57 (no unit)
tunnelling rate to empty states = 7.83e+01 1/s
tunnelling lifetime = 12.77 ms
thermal emission rate = 6.33e-13 1/s
g width from tunnelling lifetime = 2.36e-09 (no unit)
\end{verbatim}
